**Slope of the Mayadas-Shatzkes resistivity against background resistivity**

The program tests that $1<d\rho/d\rho_0<16/15$ when the grain size $D$, the reflection parameter $R$ and the product $A=\rho_0\lambda$ are fixed. Here $\rho_0$ is the background resistivity, $\lambda$ its mean free path, $\alpha=(\lambda/D)R/(1-R)$, and $c=\alpha\rho_0$. It asserts the bounds and the monotonic rise of the slope on a grid from $\alpha=10^{-4}$ to $10^4$, and checks both limiting laws. The closed formula is compared with quadrature and with a collision matrix containing isotropic scattering and velocity reversals. Further assertions compare the reflection law with a numerically integrated narrow barrier, and the model with a Boltzmann calculation for discrete planes when $D\ll\lambda$. For the copper-like example, the output gives slope ratios of 1.058, 1.027 and 1.021 at 77, 300 and 400 K. At 300 K, diffuse surfaces of a 40 nm film change the ratio to 1.016, and discrete planes change it to 1.020. A drift in $R$ of about 0.002 per 100 K would match the whole excess slope.

## Program and output

```python
"""
Result under test: the Mayadas-Shatzkes (MS) resistivity
    rho = rho0 / f(alpha),
    f = 1 - 3 alpha/2 + 3 alpha^2 - 3 alpha^3 ln(1 + 1/alpha),
    alpha = (lam/D) R/(1-R),   rho0*lam = A = constant,
has 1 < d rho/d rho0 < 16/15 at fixed R and D.
rho0: background resistivity; lam: its mean free path; D: grain size;
R: reflection parameter; c = alpha*rho0: boundary resistivity scale;
mu: cosine between the electron velocity and the current direction.
The slope equals <g^2>/<g>^2 with g = 1/(rho0 + c/mu) and
<X> = integral of 3 mu^2 X over 0 < mu < 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

mp.mp.dps = 50


def f_closed(alpha):
    a = mp.mpf(alpha)
    return 1 - 3*a/2 + 3*a**2 - 3*a**3*mp.log(1 + 1/a)


def rho_ms(rho0, c):
    return mp.mpf(rho0) / f_closed(mp.mpf(c)/mp.mpf(rho0))


def slope_ms(rho0, c):
    """Central difference of the closed formula, in high precision."""
    r = mp.mpf(rho0)
    step = r*mp.mpf(10)**(-12)
    return (rho_ms(r + step, c) - rho_ms(r - step, c))/(2*step)


def average(func):
    return quad(lambda m: 3*m*m*func(m), 0, 1, epsabs=1e-13,
                epsrel=1e-11, limit=200)[0]


def half_range_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1)/2, w/2


# --- Reflection by a narrow barrier: R/T = (strength/k)^2, hbar = m = 1
def barrier_ratio(strength, k, width=0.002):
    def rhs(x, y):
        v = strength*np.exp(-x*x/(2*width**2))/(width*np.sqrt(2*np.pi))
        return [y[1], (2*v - k*k)*y[0]]
    sol = solve_ivp(rhs, (8*width, -8*width), [1 + 0j, 1j*k],
                    rtol=1e-9, atol=1e-11, max_step=width/4)
    psi, dpsi = sol.y[:, -1]
    return abs((psi - dpsi/(1j*k))/2)**2


for k in (1.0, 0.5):
    # tolerance: finite barrier width
    assert abs(barrier_ratio(0.3, k)/(0.3/k)**2 - 1) < 0.01


# --- Full collision matrix: isotropic scattering plus reversals of mu
def rho_collision(rho0, c, profile, n=40):
    m, w = half_range_nodes(n)
    mu = np.concatenate([m, -m])
    weight = np.concatenate([w, w])
    eye = np.eye(2*n)
    reverse = np.roll(eye, n, axis=1)
    isotropic = eye - np.outer(np.ones(2*n), weight)/2
    flips = (c/2*profile(np.abs(mu)))[:, None]*(eye - reverse)
    g = np.linalg.lstsq(rho0*isotropic + flips, mu, rcond=None)[0]
    return 1/(1.5*np.sum(weight*mu*g))


def slope_collision(profile):
    d = 1e-3
    return (rho_collision(1 + d, 1.0, profile)
            - rho_collision(1 - d, 1.0, profile))/(2*d)


for c_test in (0.1, 1.0, 5.0):
    assert abs(rho_collision(1.0, c_test, lambda m: 1/m)
               / float(rho_ms(1, c_test)) - 1) < 1e-5
slope_inverse_mu = slope_collision(lambda m: 1/m)
slope_uniform = slope_collision(lambda m: np.ones_like(m))
assert abs(slope_inverse_mu - float(slope_ms(1, 1))) < 1e-4
assert abs(slope_uniform - 1) < 1e-6

# --- Closed form and variance formula against quadrature
for a in (0.05, 0.5, 2.0, 20.0):
    h1 = average(lambda m: m/(m + a))
    h2 = average(lambda m: (m/(m + a))**2)
    assert abs(h1/float(f_closed(a)) - 1) < 1e-8
    assert abs(h2/h1**2 - float(slope_ms(1, a))) < 1e-7

# --- Bounds, monotonic rise and limits
alphas = [mp.mpf(10)**(mp.mpf(j)/5) for j in range(-20, 21)]
slopes = [slope_ms(1, a) for a in alphas]
upper = mp.mpf(16)/15
assert all(1 < s < upper for s in slopes)
assert all(s2 > s1 for s1, s2 in zip(slopes, slopes[1:]))
small = mp.mpf(10)**(-5)
small_coefficient = (slope_ms(1, small) - 1)/small**2
assert abs(small_coefficient - 0.75) < 0.01
large = mp.mpf(1000)
large_coefficient = (1 - slope_ms(1, large)/upper)*large
assert abs(large_coefficient*15 - 1) < 0.02
excess_cold = rho_ms(mp.mpf(10)**(-5), 1) - mp.mpf(10)**(-5)
excess_hot = rho_ms(10**5, 1) - 10**5
assert abs(excess_cold - mp.mpf(4)/3) < 1e-4
assert abs(excess_hot - 1.5) < 1e-4


# --- Discrete planes: Boltzmann equation resolved in one grain.
# Right movers psi(x, mu) are solved for; left movers follow by symmetry.
# Potential drop per grain is 1. ratio_RT is R/T at normal incidence.
def discrete_ratio(lam_over_D, ratio_RT, n=80, n_mu=40):
    s, ws = half_range_nodes(n_mu)
    mu, w = s*s, 2*s*ws
    edge = np.arange(n + 1)[:, None]
    cell = np.arange(n)[None, :]
    past = cell < edge
    lag = np.where(past, edge - 1 - cell, 0)
    kernel = np.zeros((n, n))
    source = np.zeros(n)
    edge_maps = []
    for m, wm in zip(mu, w):
        t = 1/(n*lam_over_D*m)
        lost = -np.expm1(-t)
        response = np.where(past, lost*np.exp(-t*lag), 0.0)
        decay = np.exp(-t*np.arange(n + 1))
        trans = m*m/(m*m + ratio_RT)
        keep = 2*trans - 1
        denom = 1 - keep*decay[-1]
        start_S = keep*response[-1]/denom
        start_0 = trans/denom
        psi_S = response + np.outer(decay, start_S)
        psi_0 = decay*start_0
        mean_S = np.eye(n) + (psi_S[:-1] - psi_S[1:])/t
        mean_0 = (psi_0[:-1] - psi_0[1:])/t
        kernel += wm/2*(mean_S - mean_S[::-1])
        source += wm/2*(mean_0 - mean_0[::-1])
        edge_maps.append((wm*m, psi_S[0] + psi_S[-1],
                          psi_0[0] + psi_0[-1]))
    density = np.linalg.solve(np.eye(n) - kernel, source)
    current = sum(q*(row @ density + b) for q, row, b in edge_maps)
    return 2*lam_over_D/(3*current)


assert abs(discrete_ratio(2.0, 0.0) - 1) < 1e-3
# many planes per mean free path: MS with alpha = 2 (lam/D) R/T
for lam_D, rt in ((50.0, 0.01), (1000.0, 0.2)):
    expected = 1/float(f_closed(2*lam_D*rt))
    assert abs(discrete_ratio(lam_D, rt)/expected - 1) < 3e-3


# --- Film with diffuse surfaces and MS boundaries
def film_ratio(lam_over_h, alpha, n=80):
    m, wm = half_range_nodes(n)
    p, wp = half_range_nodes(n)
    mu, phi = m[:, None], (np.pi/2*p)[None, :]
    damping = 1 + alpha/mu
    path = lam_over_h*np.sqrt(1 - mu**2)*np.cos(phi)/damping
    surface = 1 + path*np.expm1(-1/path)
    sigma = np.sum(3*mu**2*wm[:, None]*wp[None, :]*surface/damping)
    return 1/sigma


assert abs(film_ratio(0.02, 0.0)*(1 - 3*0.02/8) - 1) < 1e-5
assert abs(film_ratio(1e-6, 1.0)*float(f_closed(1)) - 1) < 1e-5

# --- Worked example: rough copper values; resistivities in microohm cm
density_cm3 = 8.5e22
D_nm, R, film_nm = 20.0, 0.3, 40.0
background = {77: 0.2, 300: 1.7, 400: 2.4}
expansion = 1.7e-5
n_si = density_cm3*1e6
k_fermi = (3*np.pi**2*n_si)**(1/3)
A_si = const.hbar*k_fermi/(n_si*const.e**2)
A = A_si*1e8*1e9                       # microohm cm nm
c = A*R/(D_nm*(1 - R))
rate = (background[400] - background[300])/100

print(f"electron density = {density_cm3:.2e} cm^-3")
print(f"Fermi wavenumber = {k_fermi*1e-9:.2f} nm^-1")
print(f"A = rho0*lam = {A_si:.3e} ohm m^2")
print(f"A = {A:.2f} microohm cm nm")
print(f"D = {D_nm:.0f} nm, R = {R:.2f}")
print(f"c = {c:.4f} microohm cm")
print(f"4c/3 = {4*c/3:.4f}, 3c/2 = {1.5*c:.4f} microohm cm")
rho, slope = {}, {}
for T, r0 in background.items():
    rho[T] = float(rho_ms(r0, c))
    slope[T] = float(slope_ms(r0, c))
    assert 4*c/3 < rho[T] - r0 < 1.5*c
    assert slope[T]*r0/rho[T] < 1
    print(f"T = {T} K: rho0 = {r0:.2f} microohm cm")
    print(f"  lam = {A/r0:.2f} nm, alpha = {c/r0:.4f}")
    print(f"  f = {float(f_closed(c/r0)):.5f}")
    print(f"  rho = {rho[T]:.4f} microohm cm")
    print(f"  rho - rho0 = {rho[T]-r0:.4f} microohm cm")
    print(f"  slope ratio S = {slope[T]:.5f}")
    print(f"  fractional slope ratio = {slope[T]*r0/rho[T]:.4f}")
rise = rho[400] - rho[300]
rise0 = background[400] - background[300]
assert 1 < rise/rise0 < 16/15
print(f"300-400 K: background rise = {rise0:.4f} microohm cm")
print(f"300-400 K: MS rise = {rise:.4f} microohm cm")
print(f"300-400 K: ratio of rises = {rise/rise0:.5f}")
r300 = background[300]
for m in (0.2, 1.0):
    gain = (r300 + c/m)/(background[400] + c/m)
    print(f"mu = {m:.1f}: h(300 K) = {m/(m+c/r300):.4f}, "
          f"g400/g300 = {gain:.4f}")
print(f"upper bound 16/15 = {16/15:.5f}")
print(f"small-alpha (S-1)/alpha^2 = {float(small_coefficient):.4f}")
print(f"S at alpha=1, rate ~ 1/mu: {slope_inverse_mu:.5f}")
print(f"S at alpha=1, uniform rate: {slope_uniform:.5f}")

# --- Effects outside the model, at 300 K
boundary_part = rho[300] - r300*slope[300]   # c * d rho/d c
dr = 0.02*r300


def slope_of(model):
    return (model(r300 + dr) - model(r300 - dr))/(2*dr)


def film_rho(r):
    return r*film_ratio(A/(r*film_nm), c/r)


def planes_rho(r, n=80):
    return r*discrete_ratio(A/(r*D_nm), R/(1 - R)/2, n)


film_slope = slope_of(film_rho)
planes_slope = slope_of(planes_rho)
planes_fine = slope_of(lambda r: planes_rho(r, 160))
assert abs(planes_slope - planes_fine) < 1e-3
expansion_shift = boundary_part*expansion/rate
R_change = (slope[300] - 1)*rate*100*R*(1 - R)/boundary_part
print("Neglected effects at 300 K:")
print(f"film thickness = {film_nm:.0f} nm, diffuse surfaces")
print(f"  rho = {film_rho(r300):.4f} microohm cm")
print(f"  slope ratio = {film_slope:.4f}")
print("discrete planes, same alpha")
print(f"  rho = {planes_rho(r300, 160):.4f} microohm cm")
print(f"  slope ratio = {planes_fine:.4f}")
print(f"linear expansion used = {expansion:.1e} K^-1")
print(f"  added to slope ratio = {expansion_shift:.5f}")
print(f"R change per 100 K equal to excess = {R_change:.5f}")
print("verified")
```

Running it gives:

```
electron density = 8.50e+22 cm^-3
Fermi wavenumber = 13.60 nm^-1
A = rho0*lam = 6.574e-16 ohm m^2
A = 65.74 microohm cm nm
D = 20 nm, R = 0.30
c = 1.4088 microohm cm
4c/3 = 1.8784, 3c/2 = 2.1132 microohm cm
T = 77 K: rho0 = 0.20 microohm cm
  lam = 328.72 nm, alpha = 7.0439
  f = 0.09566
  rho = 2.0908 microohm cm
  rho - rho0 = 1.8908 microohm cm
  slope ratio S = 1.05777
  fractional slope ratio = 0.1012
T = 300 K: rho0 = 1.70 microohm cm
  lam = 38.67 nm, alpha = 0.8287
  f = 0.46584
  rho = 3.6493 microohm cm
  rho - rho0 = 1.9493 microohm cm
  slope ratio S = 1.02690
  fractional slope ratio = 0.4784
T = 400 K: rho0 = 2.40 microohm cm
  lam = 27.39 nm, alpha = 0.5870
  f = 0.54972
  rho = 4.3659 microohm cm
  rho - rho0 = 1.9659 microohm cm
  slope ratio S = 1.02087
  fractional slope ratio = 0.5612
300-400 K: background rise = 0.7000 microohm cm
300-400 K: MS rise = 0.7166 microohm cm
300-400 K: ratio of rises = 1.02367
mu = 0.2: h(300 K) = 0.1944, g400/g300 = 0.9259
mu = 1.0: h(300 K) = 0.5468, g400/g300 = 0.8162
upper bound 16/15 = 1.06667
small-alpha (S-1)/alpha^2 = 0.7495
S at alpha=1, rate ~ 1/mu: 1.03033
S at alpha=1, uniform rate: 1.00000
Neglected effects at 300 K:
film thickness = 40 nm, diffuse surfaces
  rho = 4.3107 microohm cm
  slope ratio = 1.0158
discrete planes, same alpha
  rho = 3.6436 microohm cm
  slope ratio = 1.0201
linear expansion used = 1.7e-05 K^-1
  added to slope ratio = 0.00462
R change per 100 K equal to excess = 0.00208
verified
```
